# When Symmetry Allows Interlayer Dzyaloshinskii-Moriya Coupling, and Along Which Direction, part 1

(Sections cited here and not found follow in the second part.)

## First half: what the symmetry of the stack permits

Q: Two magnetic layers with a spacer between them usually have a coupling that prefers parallel or antiparallel alignment. What do you mean by an interlayer Dzyaloshinskii-Moriya interaction, and how is it separated from everything else?

A: Let each layer be uniformly magnetized, with unit vector \(\mathbf m_1\) in the lower layer and \(\mathbf m_2\) in the upper one. The film normal is \(\hat z\). To lowest order in both magnetizations, the energy that couples them is bilinear:
\[
E=\sum_{ab}m_{1a}K_{ab}m_{2b}.
\]
It may be counted per unit cell or per unit area. The real matrix \(K\) has nine elements. Its symmetric part has six, of which one, the trace, gives the ordinary isotropic coupling. The antisymmetric part has three, and these can be stored in a vector:
\[
\frac{K_{ab}-K_{ba}}2=\sum_c\epsilon_{cab}D_c,\qquad
D_c=\frac12\sum_{ab}\epsilon_{cab}K_{ab}.
\]
Here \(\epsilon_{cab}\) is the Levi-Civita symbol. Putting the antisymmetric part into the energy gives
\[
E_D=\sum_{abc}D_c\,\epsilon_{cab}m_{1a}m_{2b}
=\mathbf D\cdot(\mathbf m_1\times\mathbf m_2).
\]
This is the interlayer DMI. Its sign convention is fixed by the plus sign and by the order of the layers: renaming the lower layer as 2 would reverse \(\mathbf D\).

Q: Why should a mirror or a rotation of the crystal say anything about \(\mathbf D\)? If spins can be rotated independently of the atoms, the symmetry of the atoms is irrelevant.

A: Without spin-orbit coupling your objection is right, and it also disposes of \(\mathbf D\). A common rotation of both magnetizations would then leave the electronic energy unchanged, so its bilinear part could depend on \(\mathbf m_1\cdot\mathbf m_2\) alone. Its \(K\) would be a multiple of the unit matrix and \(\mathbf D=0\). The magnetostatic dipole interaction does depend on direction even then, but its matrix is symmetric and adds nothing to \(\mathbf D\). Spin-orbit coupling ties the spins to the lattice. What remains is invariance when atoms and magnetizations are transformed together.

The symmetry group to use is that of the stack with its magnetizations removed. I call its point group \(G\). Since each layer is uniform, a translation along the film does nothing to \(\mathbf m_1\) or \(\mathbf m_2\), so a glide plane acts as a mirror and a screw axis as a rotation.

Q: A magnetization is not an ordinary arrow. How does it transform?

A: Let \(R\) be the orthogonal matrix that moves the atoms. Magnetization is an axial vector, like the moment of a current loop, so it transforms with
\[
\mathbf m\to A\mathbf m,\qquad A=\det(R)\,R .
\]
For a proper rotation, \(\det R=1\) and \(A=R\). For an improper operation, \(\det R=-1\) and \(A=-R\). In three dimensions \(\det(-R)=-\det R\), so \(\det A=1\) in both cases.

We also need the transformation of a cross product. For any vector \(\mathbf w\), write the triple product as a determinant of three columns:
\[
\begin{aligned}
\mathbf w\cdot(A\mathbf m_1\times A\mathbf m_2)
&=\det[\mathbf w,A\mathbf m_1,A\mathbf m_2]\\
&=\det(A)\det[A^T\mathbf w,\mathbf m_1,\mathbf m_2]\\
&=(A^T\mathbf w)\cdot(\mathbf m_1\times\mathbf m_2)\\
&=\mathbf w\cdot A(\mathbf m_1\times\mathbf m_2).
\end{aligned}
\]
The second line takes \(A\) out of all three columns, using \(AA^T=1\); the third uses \(\det A=1\). Since \(\mathbf w\) is arbitrary, \(A\mathbf m_1\times A\mathbf m_2=A(\mathbf m_1\times\mathbf m_2)\).

Q: That covers operations that leave each layer in its place. Inversion does not.

A: It exchanges the layers, as do a horizontal mirror and a twofold rotation about an in-plane axis. After such an operation the lower layer carries \(A\mathbf m_2\) and the upper one carries \(A\mathbf m_1\). The cross product, always taken as lower times upper, becomes
\[
A\mathbf m_2\times A\mathbf m_1=-A(\mathbf m_1\times\mathbf m_2).
\]
Let \(s=+1\) when the layers stay and \(s=-1\) when they are exchanged. Both cases then read
\[
\mathbf m_1\times\mathbf m_2\to sA(\mathbf m_1\times\mathbf m_2).
\]
An exchanging operation belongs to \(G\) only if the two layers are equivalent. If they differ in material or thickness, it is not a symmetry and imposes nothing.

Q: So what condition does one operation impose?

A: The energy must be the same before and after, for every choice of magnetizations. With \(\mathbf c=\mathbf m_1\times\mathbf m_2\),
\[
\mathbf D\cdot\mathbf c=\mathbf D\cdot(sA\mathbf c)=(sA^T\mathbf D)\cdot\mathbf c .
\]
The vectors \(\mathbf c\) point in every direction, so \(\mathbf D=sA^T\mathbf D\). Multiplying by \(sA\), with \(s^2=1\) and \(AA^T=1\), gives
\[
\mathbf D=sA\mathbf D=s\det(R)\,R\,\mathbf D\qquad\text{for every }R\text{ in }G.
\]
The symmetric part of \(K\) cannot interfere. The operation turns \(K\) into \(A^TKA\), followed by a transpose if the layers are exchanged, and both steps keep symmetric and antisymmetric matrices separate.

Q: This is a rule to be worked through operation by operation. Is there a direct statement about the direction?

A: There is, because a film has a special axis. Every operation either keeps \(\hat z\) or reverses it, and it exchanges the layers when it reverses \(\hat z\). Therefore
\[
R=\begin{pmatrix}Q&0\\0&s\end{pmatrix},\qquad \det R=s\det Q,
\]
where \(Q\) is a two-dimensional orthogonal matrix, the in-plane part of \(R\). The normal component obeys
\[
D_z=s\det(R)\,s\,D_z=\det(R)\,D_z .
\]
So \(D_z\) behaves as a pseudoscalar. I call it \(\chi\). It is allowed if and only if every operation of \(G\) is proper, which is to say that the stack is chiral.

For the in-plane part,
\[
\mathbf D_\parallel=s\det(R)\,Q\mathbf D_\parallel=\det(Q)\,Q\mathbf D_\parallel ,
\]
because \(s\det R=s^2\det Q=\det Q\). Now write \(\mathbf D_\parallel=\hat z\times\mathbf P\), with \(\mathbf P\) in the plane. This is always possible: take \(\mathbf P=\mathbf D_\parallel\times\hat z\), and then \(\hat z\times(\mathbf D_\parallel\times\hat z)=\mathbf D_\parallel\).

A quarter turn in the plane commutes with rotations and changes sense under a reflection, so
\[
Q(\hat z\times\mathbf P)=\det(Q)\,\hat z\times(Q\mathbf P).
\]
Substitution gives
\[
\hat z\times\mathbf P=(\det Q)^2\,\hat z\times(Q\mathbf P)=\hat z\times(Q\mathbf P),
\]
and hence \(\mathbf P=Q\mathbf P\). This is the condition on an ordinary polar vector in the plane. The full result is
\[
\boxed{\mathbf D=\chi\hat z+\hat z\times\mathbf P}
\]
The in-plane part is allowed if and only if some nonzero in-plane \(\mathbf P\) is left fixed by all the matrices \(Q\), and it is perpendicular to that \(\mathbf P\).

Q: Try it on the operations that occur in films.

A: Each line follows from \(\det R\) and \(Q\).

- A vertical mirror is improper, so \(\chi=0\). It fixes \(\mathbf P\) in the mirror plane, so \(\mathbf D\) lies along the mirror normal.
- A horizontal mirror is improper, so \(\chi=0\). Its \(Q\) is the identity, so any in-plane \(\mathbf D\) survives.
- A twofold rotation about an in-plane axis is proper and allows \(\chi\). Its \(Q\) is a reflection that keeps the axis, so \(\mathbf P\) lies along the axis and \(\mathbf D\) is perpendicular to it.
- A rotation \(C_n\) about \(\hat z\), with \(n\ge2\), allows \(\chi\) but fixes no in-plane vector. Hence \(\mathbf D\parallel\hat z\).
- Inversion is improper and has \(Q=-1\), so nothing survives.

When \(G\) contains several operations, all conditions hold together. Two different vertical mirrors would require \(\mathbf P\) to lie in both planes, so they leave \(\mathbf D=0\).

Q: Then I would say that \(\mathbf D\) needs a stack without inversion and without mirrors, or with one suitable mirror at most.

A: That is not sufficient. Take the group \(S_4\), generated by a quarter turn about \(\hat z\) combined with reflection in the film plane. It contains neither inversion nor a mirror. The generator is nevertheless improper, which removes \(\chi\), and its \(Q\) is a quarter turn, which removes \(\mathbf P\). So \(\mathbf D=0\).

Nor is one mirror the limit. The group \(C_{2v}\) with its twofold axis in the plane contains a horizontal mirror and a vertical mirror through that axis. Both leave a vector along the axis fixed, so \(\mathbf D\) is allowed in the plane, perpendicular to the axis.

Q: Can you list all groups that allow something?

A: For \(\chi\), all operations must be proper. In a film this leaves \(C_1\), \(C_2\) with an in-plane axis, \(C_n\) about \(\hat z\), and \(D_n\) with its main axis along \(\hat z\), for \(n\ge2\).

For \(\mathbf P\), each \(Q\) must be the identity or the reflection that keeps \(\mathbf P\). With \(s=\pm1\) this gives four possible operations: the identity, the horizontal mirror, the vertical mirror containing \(\mathbf P\), and the twofold rotation about \(\mathbf P\). The groups made from them are \(C_1\), \(C_s\) with either mirror, \(C_2\) with an in-plane axis, and \(C_{2v}\) with an in-plane axis.

We can count these among the subgroups of \(D_{4h}\), the full point group of a square film, with different orientations counted separately. There is one \(C_1\) and one horizontal \(C_s\). There are four each of vertical \(C_s\), in-plane \(C_2\) and in-plane \(C_{2v}\). There are two \(C_n\), and three \(D_n\), namely two \(D_2\) and one \(D_4\):
\[
1+1+4+4+4+2+3=19 .
\]
For the hexagonal group \(D_{6h}\) the count is
\[
1+1+6+6+6+3+6=29 .
\]
An enumeration that averages the matrix \(K\) over each group, using the transformation of the magnetizations and not the \(\chi,\mathbf P\) rule, finds 19 of 35 subgroups and 29 of 54. It also gives the same allowed directions in every subgroup.

Q: This shows that the algebra is consistent. Does an electronic system obey it?

A: A small tight-binding film provides a test. Each magnetic atom has an s orbital whose electron spin feels an exchange field along \(\mathbf m_1\) or \(\mathbf m_2\). The spacer atoms have p orbitals with spin-orbit coupling. Hopping depends on bond length and bond direction. No DMI is put in: \(K\) follows from the part of the electronic energy that is linear in each exchange field. I used a spin-orbit strength of 0.5 eV, an exchange strength of 0.1 eV, an electronic \(k_BT\) of 0.1 eV and a \(6\times6\) mesh of wave vectors. These are round parameters and describe no particular material. The mesh is also coarse: it describes a periodic block of \(6\times6\) cells, and the sizes below are not converged values for an infinite film. The components that vanish by symmetry do so on any mesh that has the symmetry of the film.

Moving the spacer atoms changes the symmetry. Some resulting vectors, in µeV per cell, are:

| Symmetry of film | \(\mathbf D=(D_x,D_y,D_z)\) |
|---|---|
| \(C_s\), mirror normal \(y\) | (0, −98.0, 0) |
| \(C_s\), mirror normal \(z\) | (−85.0, −150.5, 0) |
| \(C_2\), axis \(x\) | (0, 37.3, 98.8) |
| \(D_2\) | (0, 0, −87.1) |
| \(S_4\) | (0, 0, 0) |
| \(C_3\), axis \(z\) | (0, 0, −0.058) |
| Glide, normal \(y\) | (0, −3.5, 0) |

Over the twelve films computed, the largest forbidden component was \(3.9\times10^{-15}\) of the largest element of \(K\) for the same film, which is rounding error.

Q: The \(C_3\) value is more than a thousand times smaller than the \(D_2\) value. Does symmetry explain that?

A: No. It explains which components vanish and gives no size for the others. The films also differ in their atomic positions, so this comparison does not isolate the effect of the rotation axis. The \(C_3\) value is so small that a finer mesh changes even its sign.

The sign is not fixed either. In the film with mirror normal \(y\), I raised the exchange strength from 0.1 to 1.0 eV and projected the full energy on its bilinear part. The direction remained \(y\), but \(D_y\) changed from −98.0 µeV to +1.21 meV. Quadratic growth from the weak-exchange value would have given −9.8 meV, so weak-exchange perturbation theory fails here while the symmetry rule holds. These are \(6\times6\) values; on a \(24\times24\) mesh they become −76.7 µeV and +1.63 meV, and the change of sign remains.

Q: Is spin-orbit coupling really the source in this model?

A: In the same film \(\mathbf D\) vanishes when the spin-orbit strength is set to zero. When a weak spin-orbit strength is doubled from 0.002 to 0.004 eV, \(D_y\) grows by a factor 2.002, so the leading effect is linear. At 0.5 eV the coupling is not weak: \(|D_y|\) is 98.0 µeV, while the isotropic part of \(K\), one third of its trace, is 16.7 µeV. The large ratio owes much to the coarse mesh; with a converged mesh the two values are about 77 and 68 µeV. They are then comparable, so in this film DMI is still not a small correction to the isotropic coupling.

Q: If \(\mathbf D=0\) for a \(C_{4v}\) stack, may I conclude that no pair of atoms has a DMI?

A: No. The vector for uniform layers is the sum over all bonds between them. A half turn about \(\hat z\) sends the bond with lateral separation \(\mathbf R\) to the bond with \(-\mathbf R\), and it reverses the in-plane part of the bond's DMI vector. Those parts cancel in pairs. The normal parts cancel in the sum because a vertical mirror forbids \(\chi\).

In the \(C_{4v}\) film on the \(6\times6\) mesh, each bond is counted together with its periodic images. The largest vector obtained in this way has length 4.8 µeV, while the sum over all of them is zero to rounding error. A magnetization that varies from place to place weights the bonds differently, so the cancellation is then no longer guaranteed. The rule for \(\mathbf D\) concerns uniform layers.

## Second half: what the selected vector does

Q: Before we apply this, restate what is being carried over.

A: The unit magnetizations are \(\mathbf m_1\) below and \(\mathbf m_2\) above, and \(\hat z\) is the film normal. The DMI energy and its vector are
\[
E_D=\mathbf D\cdot(\mathbf m_1\times\mathbf m_2),\qquad
\mathbf D=\chi\hat z+\hat z\times\mathbf P .
\]
The number \(\chi\) is allowed in a chiral stack. The in-plane vector \(\mathbf P\) is allowed if the in-plane parts \(Q\) of all symmetry operations leave it fixed. Operations that exchange the layers count when the layers are equivalent.

Q: A sputtered film has grains in all in-plane orientations. It has no preferred in-plane direction. Where would \(\mathbf P\) come from?

A: If the film is isotropic in its plane on average and its grains have no common handedness, it has every vertical mirror on average, and both \(\chi\) and \(\mathbf P\) vanish for the averaged coupling. Something must mark a direction in the plane. A thickness gradient or oblique deposition can do so. If the vertical plane containing that direction remains a mirror, \(\mathbf P\) lies along the marked direction and \(\mathbf D\) is perpendicular to it.

A simple case shows how the effect starts. Begin with a \(C_{4v}\) stack and shift its spacer atoms sideways by a small vector \(\mathbf u\). Applying an operation of the original stack to the shifted one turns \(\mathbf u\) into \(Q\mathbf u\), and it must turn \(\mathbf P\) into \(Q\mathbf P\):
\[
\mathbf P(Q\mathbf u)=Q\,\mathbf P(\mathbf u).
\]
To first order \(\mathbf P=T\mathbf u\), where \(T\) is a \(2\times2\) matrix. There is no constant term, because \(\mathbf P=0\) in the original stack. The condition becomes \(TQ=QT\). Let
\[
T=\begin{pmatrix}a&b\\d&e\end{pmatrix},\qquad
Q_4=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
\]
The two products with the quarter turn are
\[
TQ_4=\begin{pmatrix}b&-a\\e&-d\end{pmatrix},\qquad
Q_4T=\begin{pmatrix}-d&-e\\a&b\end{pmatrix},
\]
so \(e=a\) and \(d=-b\). The mirror \(\mathrm{diag}(1,-1)\) commutes with \(T\) only if the off-diagonal elements vanish, so \(b=0\). Writing \(c\) for the remaining number \(a\),
\[
\mathbf P=c\,\mathbf u,\qquad \mathbf D_\parallel=c\,\hat z\times\mathbf u .
\]
There is no linear \(\chi\): a half turn reverses \(\mathbf u\) but leaves \(\chi\) unchanged, so \(\chi(-\mathbf u)=\chi(\mathbf u)\).

Symmetry fixes the allowed directions of \(\mathbf D\), and a small sideways shift \(\mathbf u\) of the spacer atoms in a \(C_{4v}\) stack gives, to first order, an in-plane \(\mathbf D\) perpendicular to \(\mathbf u\). It remains to test this direction numerically, to find what \(\mathbf D\) does to the two magnetizations, and to see how its effect can be told from others.
